# Loss and coupling of an all-pass ring from intensity and phase: verification in Python

```python
"""
Result under test: the intensity spectrum of an all-pass ring fixes the
unordered pair {a, r}; the phase slope at resonance fixes which is which.
  a      round-trip amplitude factor (loss), 0 < a < 1
  r      self-coupling amplitude of the coupler, r^2 + k^2 = 1
  phase  round-trip phase; p = a*r
  finesse = FSR/FWHM in frequency, FWHM taken midway between the extremes
  extinction = largest / smallest transmitted power
Inversion: p = tan(pi/4 - pi/(2 finesse)),
  q = (1-p)/((1+p) sqrt(extinction)) = |a-r|/(a+r),
  pair = sqrt(p(1+q)/(1-q)), sqrt(p(1-q)/(1+q)).
Time factor exp(-i w t): group delay = d(arg t)/dw.
Spectra are obtained by solving the coupler equations numerically.
"""
import numpy as np
from scipy.constants import c as light_speed
from scipy.optimize import least_squares


def ring(phase, a, r, gamma=1.0, rho=0.0):
    """Solve for clockwise and counter-clockwise ring fields.
    gamma: coupler excess amplitude factor; rho: reflector amplitude in ring.
    Returns transmitted field and clockwise field just after the coupler."""
    phase, r = np.broadcast_arrays(np.asarray(phase, float),
                                   np.asarray(r, float))
    k = np.sqrt(1 - r**2)
    tau = np.sqrt(1 - rho**2)
    trip = a * np.exp(1j * phase)
    diag = 1 - gamma * r * trip * tau
    off = -1j * gamma * r * trip * rho
    matrix = np.stack([np.stack([diag, off], -1),
                       np.stack([off, diag], -1)], -2)
    source = np.stack([1j * gamma * k, 0 * k], -1)[..., None]
    fields = np.linalg.solve(matrix, source)
    cw, ccw = fields[..., 0, 0], fields[..., 1, 0]
    out = gamma * r + 1j * gamma * k * trip * (tau * cw + 1j * rho * ccw)
    return out, cw


def read_spectrum(x, power):
    """Read a scan holding two dips, one in each half; x is proportional
    to frequency. Returns indices, half-level positions and the two ratios."""
    half = len(x) // 2
    i1 = int(np.argmin(power[:half]))
    i2 = half + int(np.argmin(power[half:]))
    itop = i1 + int(np.argmax(power[i1:i2]))
    level = 0.5 * (power[itop] + power[i1])
    j = np.where(power[:i1] > level)[0][-1]
    m = i1 + np.where(power[i1:] > level)[0][0]

    def crossing(n):
        part = (level - power[n]) / (power[n + 1] - power[n])
        return x[n] + part * (x[n + 1] - x[n])

    left, right = crossing(j), crossing(m - 1)
    finesse = abs((x[i2] - x[i1]) / (right - left))
    return i1, i2, itop, left, right, finesse, power[itop] / power[i1]


def invert(finesse, extinction):
    p = np.tan(np.pi / 4 - np.pi / (2 * finesse))
    q = (1 - p) / ((1 + p) * np.sqrt(extinction))
    return np.sqrt(p * (1 + q) / (1 - q)), np.sqrt(p * (1 - q) / (1 + q))


def numerical_slope(phase, a, r, **extra):
    d = 1e-5
    ratio = ring(phase + d, a, r, **extra)[0] / ring(phase - d, a, r, **extra)[0]
    return np.angle(ratio) / (2 * d)


def slope_resonance(a, r):
    return a * (1 - r**2) / ((a - r) * (1 - a * r))


def slope_antiresonance(a, r):
    return a * (1 - r**2) / ((a + r) * (1 + a * r))


# Inversion, exchange symmetry, winding and slopes on several rings
scan = np.linspace(-0.6 * np.pi, 2.6 * np.pi, 64001)
turn = np.linspace(-np.pi, np.pi, 20001)
for a, r in [(0.9, 0.6), (0.6, 0.9), (0.95, 0.93), (0.93, 0.95), (0.5, 0.4)]:
    power = np.abs(ring(scan, a, r)[0])**2
    swapped = np.abs(ring(scan, r, a)[0])**2
    assert np.max(np.abs(power - swapped)) < 1e-11
    found = invert(*read_spectrum(scan, 0.37 * power)[5:])
    assert np.allclose(found, (max(a, r), min(a, r)), atol=1e-5, rtol=0)
    field = ring(turn, a, r)[0]
    angle = np.unwrap(np.angle(field))
    assert abs((angle[-1] - angle[0]) / (2 * np.pi) - (a > r)) < 1e-8
    # an extra bus length of one circumference adds one full turn
    longer = np.unwrap(np.angle(field * np.exp(1j * turn)))
    assert abs((longer[-1] - longer[0]) / (2 * np.pi) - (a > r) - 1) < 1e-8
    s0, s1 = numerical_slope(0.0, a, r), numerical_slope(np.pi, a, r)
    assert abs(s0 / slope_resonance(a, r) - 1) < 1e-5
    assert abs(s1 / slope_antiresonance(a, r) - 1) < 1e-5
    assert (s0 - s1 > 0) == (a > r)
    both = s0 + numerical_slope(0.0, r, a)
    assert abs(both / ((1 + a * r) / (1 - a * r)) - 1) < 1e-4

# Search for any further solution with an unknown intensity scale
few = np.linspace(-np.pi, np.pi, 25)[:-1]


def shape(pair):
    power = np.abs(ring(few, pair[0], pair[1])[0])**2
    return power / power.mean()


target = shape((0.9, 0.6))
hits = set()
for start_a in (0.3, 0.5, 0.7, 0.85):
    for start_r in (0.3, 0.5, 0.7, 0.85):
        if start_a == start_r:
            continue
        fit = least_squares(lambda v: shape(v) - target, (start_a, start_r),
                            bounds=(0.02, 0.999), xtol=1e-14, ftol=1e-14,
                            gtol=1e-14)
        if np.max(np.abs(fit.fun)) < 1e-8:
            direct = np.allclose(fit.x, (0.9, 0.6), atol=1e-5)
            exchanged = np.allclose(fit.x, (0.6, 0.9), atol=1e-5)
            assert direct or exchanged
            hits.add("direct" if direct else "exchanged")
assert hits == {"direct", "exchanged"}

# Example: rough typical values for a silicon strip-waveguide ring
radius = 10e-6
group_index, mode_index, wavelength0 = 4.2, 2.4, 1550e-9
loss_db_cm, coupling = 4.0, 0.015
bus_length, insertion = 3e-3, 0.3
length = 2 * np.pi * radius
a_true = 10**(-loss_db_cm * length * 100 / 20)
r_true = np.sqrt(1 - coupling)
index_slope = (group_index - mode_index) / wavelength0


def wave_of_order(order):
    return group_index / (order / length + index_slope)


def path_phase(wave, path):
    return 2 * np.pi * path * (group_index / wave - index_slope)


order = round(mode_index * length / wavelength0)
first, last = wave_of_order(order + 0.3), wave_of_order(order - 1.3)
waves = np.linspace(first, last, int((last - first) / 1e-13) + 1)
phases = path_phase(waves, length)


def measure(a, r, **extra):
    power = insertion * np.abs(ring(phases, a, r, **extra)[0])**2
    return power, read_spectrum(1 / waves, power)


def delay(wave, a, r):
    """Group delay of ring plus bus from two phase readings."""
    w = wave + np.array([-5e-14, 5e-14])
    field = ring(path_phase(w, length), a, r)[0]
    field = field * np.exp(1j * path_phase(w, bus_length))
    omega = 2 * np.pi * light_speed / w
    return np.angle(field[0] / field[1]) / (omega[0] - omega[1])


def loss_of(a):
    return -20 * np.log10(a) / (length * 100)


power, data = measure(a_true, r_true)
i1, i2, itop, left, right, finesse, extinction = data
high, low = invert(finesse, extinction)
assert abs(high - a_true) < 2e-6 and abs(low - r_true) < 2e-6
twin_power, twin_data = measure(r_true, a_true)
twin_difference = np.max(np.abs(power - twin_power)) / power.max()
assert twin_difference < 1e-9

round_trip = group_index * length / light_speed
excess = []
for a, r, reading in [(a_true, r_true, data), (r_true, a_true, twin_data)]:
    pair = invert(*reading[5:])
    value = (delay(waves[reading[0]], a, r)
             - delay(waves[reading[2]], a, r))
    assigned = pair if value > 0 else pair[::-1]
    assert np.allclose(assigned, (a, r), atol=2e-6, rtol=0)
    predicted = round_trip * (slope_resonance(*assigned)
                              - slope_antiresonance(*assigned))
    assert abs(value / predicted - 1) < 2e-3
    excess.append((value, predicted))

fwhm = abs(1 / left - 1 / right)
fsr = waves[i2] - waves[i1]
p_found = high * low
t_min = ((high - low) / (1 - p_found))**2
t_max = ((high + low) / (1 + p_found))**2
assert abs(t_min - power[i1] / insertion) < 1e-4
assert abs(t_max - power[itop] / insertion) < 1e-6

# Coupler excess loss is absorbed into a, apart from an overall factor
coupler_db = 0.01
gamma = 10**(-coupler_db / 20)
near = np.linspace(-0.05, 0.05, 401)
assert np.allclose(ring(near, a_true, r_true, gamma=gamma)[0],
                   gamma * ring(near, gamma * a_true, r_true)[0], atol=1e-10)
lossy = invert(*measure(a_true, r_true, gamma=gamma)[1][5:])
assert abs(lossy[0] - gamma * a_true) < 2e-6

# Backscattering: two shifted resonances, and the limit of the phase test
rho = 1e-3
psi = np.arcsin(rho)
average = 0.5 * (ring(near + psi, a_true, r_true)[0]
                 + ring(near - psi, a_true, r_true)[0])
assert np.allclose(ring(near, a_true, r_true, rho=rho)[0], average, atol=1e-10)
scattered = invert(*measure(a_true, r_true, rho=rho)[1][5:])
psi_limit = np.arccos(r_true * (1 + a_true**2) / (a_true * (1 + r_true**2)))
rho_limit = np.sin(psi_limit)
assert psi_limit < np.pi / finesse
assert numerical_slope(0.0, a_true, r_true, rho=0.8 * rho_limit) > 0
assert numerical_slope(0.0, a_true, r_true, rho=1.2 * rho_limit) < 0

# Coupling that varies with wavelength, and fringes from the bus ends
coupling_slope = 0.01
local_coupling = coupling * (1 + coupling_slope * (waves - waves[i1]) * 1e9)
varied = invert(*measure(a_true, np.sqrt(1 - local_coupling))[1][5:])
facet = 0.005
ripple = ((1 + facet) / (1 - facet))**2
fringed = invert(finesse, extinction * ripple)

# Heating and two-photon absorption, rough material and device values
input_power, thermal_resistance, index_per_kelvin = 1e-6, 2e4, 1.8e-4
two_photon, mode_area = 5e-12, 1e-13
buildup = (1 - low**2) / (1 - p_found)**2
assert abs(buildup / abs(ring(0.0, a_true, r_true)[1])**2 - 1) < 1e-3
drift = waves[i1] / group_index * index_per_kelvin
heating = input_power * (1 - t_min) * thermal_resistance
linear_loss = loss_db_cm * 100 * np.log(10) / 10
two_photon_ratio = (two_photon * input_power * buildup / mode_area
                    / linear_loss)

print(f"ring radius = {radius*1e6:.1f} um")
print(f"ring circumference = {length*1e6:.3f} um")
print(f"group index = {group_index:.2f}, mode index = {mode_index:.2f}")
print(f"input propagation loss = {loss_db_cm:.2f} dB/cm")
print(f"input power coupling = {100*coupling:.2f} %")
print(f"input a = {a_true:.6f}, r = {r_true:.6f}")
print(f"bus length = {bus_length*1e3:.1f} mm")
print(f"insertion power factor = {insertion:.2f}")
print(f"scan step = {(waves[1]-waves[0])*1e9:.6f} nm")
print(f"dip wavelengths = {waves[i1]*1e9:.4f}, {waves[i2]*1e9:.4f} nm")
print(f"FSR in wavelength = {fsr*1e9:.4f} nm")
print(f"FWHM = {fwhm*1e9:.5f} nm")
print(f"loaded Q = {waves[i1]/fwhm:.0f}")
print(f"finesse (frequency ratio) = {finesse:.3f}")
print(f"read power at dip, top = {power[i1]:.6f}, {power[itop]:.6f}")
print(f"extinction = {extinction:.4f} = {10*np.log10(extinction):.3f} dB")
print(f"recovered p = {p_found:.6f}")
print(f"recovered q = {(high-low)/(high+low):.6f}")
print(f"recovered larger, smaller factor = {high:.6f}, {low:.6f}")
print(f"normalized T_min, T_max = {t_min:.5f}, {t_max:.7f}")
print(f"overcoupled choice: loss = {loss_of(high):.3f} dB/cm")
print(f"overcoupled choice: coupling = {100*(1-low**2):.4f} %")
print(f"undercoupled choice: loss = {loss_of(low):.3f} dB/cm")
print(f"undercoupled choice: coupling = {100*(1-high**2):.4f} %")
print(f"twin spectra: largest relative difference = {twin_difference:.1e}")
print(f"round-trip time = {round_trip*1e12:.4f} ps")
print(f"bus delay = {group_index*bus_length/light_speed*1e12:.2f} ps")
print(f"resonance slope, overcoupled = {slope_resonance(high, low):.2f}")
print(f"resonance slope, undercoupled = {slope_resonance(low, high):.2f}")
print(f"sum of the two slopes = {(1+p_found)/(1-p_found):.2f}")
for name, (value, predicted) in zip(("device", "twin"), excess):
    print(f"{name}: excess delay read = {value*1e12:.2f} ps, "
          f"formula = {predicted*1e12:.2f} ps")
print("Neglected effects (rough assumed sizes):")
print(f"coupler excess loss = {coupler_db:.3f} dB")
print(f"backscattered power per round trip = {rho**2:.1e}")
print(f"relative coupling change = {100*coupling_slope:.1f} %/nm")
print(f"bus-end power reflectivity = {100*facet:.2f} %")
for name, pair in [("coupler loss", lossy), ("backscatter", scattered),
                   ("varying coupling", varied),
                   ("fringes, extinction only", fringed)]:
    print(f"{name}: loss = {loss_of(pair[0]):.3f} dB/cm, "
          f"coupling = {100*(1-pair[1]**2):.4f} %")
print(f"backscattered power that flips phase test = {rho_limit**2:.2e}")
print(f"input optical power = {input_power*1e6:.2f} uW")
print(f"power build-up in ring = {buildup:.1f}")
print(f"thermal resistance = {thermal_resistance:.0f} K/W")
print(f"index change = {index_per_kelvin:.1e} per K")
print(f"self-heating, all lost light as heat = {heating:.4f} K")
print(f"resonance drift = {drift*1e9:.4f} nm/K")
print(f"self-heating shift / FWHM = {heating*drift/fwhm:.4f}")
print(f"temperature change for one FWHM = {fwhm/drift:.3f} K")
print(f"two-photon coefficient = {two_photon*1e11:.2f} cm/GW")
print(f"mode area = {mode_area*1e12:.2f} um^2")
print(f"two-photon loss / linear loss = {two_photon_ratio:.1e}")
print("tests ok")
```

Output:

```
ring radius = 10.0 um
ring circumference = 62.832 um
group index = 4.20, mode index = 2.40
input propagation loss = 4.00 dB/cm
input power coupling = 1.50 %
input a = 0.997111, r = 0.992472
bus length = 3.0 mm
insertion power factor = 0.30
scan step = 0.000100 nm
dip wavelengths = 1552.6267, 1561.8157 nm
FSR in wavelength = 9.1890 nm
FWHM = 0.03039 nm
loaded Q = 51096
finesse (frequency ratio) = 300.626
read power at dip, top = 0.059738, 0.299993
extinction = 5.0218 = 7.009 dB
recovered p = 0.989604
recovered q = 0.002332
recovered larger, smaller factor = 0.997111, 0.992472
normalized T_min, T_max = 0.19913, 0.9999781
overcoupled choice: loss = 4.000 dB/cm
overcoupled choice: coupling = 1.5000 %
undercoupled choice: loss = 10.447 dB/cm
undercoupled choice: coupling = 0.5770 %
twin spectra: largest relative difference = 2.6e-14
round-trip time = 0.8803 ps
bus delay = 42.03 ps
resonance slope, overcoupled = 310.13
resonance slope, undercoupled = -118.75
sum of the two slopes = 191.38
device: excess delay read = 272.98 ps, formula = 272.99 ps
twin: excess delay read = -104.52 ps, formula = -104.53 ps
Neglected effects (rough assumed sizes):
coupler excess loss = 0.010 dB
backscattered power per round trip = 1.0e-06
relative coupling change = 1.0 %/nm
bus-end power reflectivity = 0.50 %
coupler loss: loss = 5.591 dB/cm, coupling = 1.5000 %
backscatter: loss = 4.103 dB/cm, coupling = 1.4895 %
varying coupling: loss = 4.000 dB/cm, coupling = 1.5000 %
fringes, extinction only: loss = 4.032 dB/cm, coupling = 1.4954 %
backscattered power that flips phase test = 4.87e-05
input optical power = 1.00 uW
power build-up in ring = 138.8
thermal resistance = 20000 K/W
index change = 1.8e-04 per K
self-heating, all lost light as heat = 0.0160 K
resonance drift = 0.0665 nm/K
self-heating shift / FWHM = 0.0351
temperature change for one FWHM = 0.457 K
two-photon coefficient = 0.50 cm/GW
mode area = 0.10 um^2
two-photon loss / linear loss = 7.5e-05
tests ok
```
